Newton, secant and bisection for the G0W0 quasiparticle equation

In a G0W0 calculation with a diagonal, real, pole-type self-energy, the quasiparticle equation has one root between each pair of neighbouring poles and one beyond each end. Bisection inside such an interval cannot miss its root. Newton and the secant method converge faster once they are close, but either can step over a pole and settle on a root of small weight, a satellite. The weights of all roots are positive and sum to 1, which gives a stopping rule for the search:

Find roots one interval at a time. Stop when the largest weight found is at least as large as the weight still missing from the sum. The root with that weight is the quasiparticle root.

In particular, a root with weight above 1/2 can be accepted at once.

**The equation and a small example**

For one orbital with Kohn-Sham energy ε_KS, the diagonal G0W0 equation is

ω = ε_KS + Σ_x − v_xc + Σ_c(ω),

where Σ_x, v_xc and Σ_c are expectation values in that orbital. The first three terms do not depend on ω; call their sum e₀. In a finite basis and for vanishing broadening, the correlation part is a sum of simple poles,

Σ_c(ω) = Σ_j r_j/(ω − p_j).

The poles lie at an occupied orbital energy minus a neutral excitation energy, or at an empty orbital energy plus one. Each r_j is the squared magnitude of a coupling, hence positive; terms with r_j = 0 are dropped and coinciding poles are merged. In floating-point work, strengths at the level of rounding noise must be dropped too, as explained below the general procedure. We therefore need the zeros of

f(ω) = ω − e₀ − Σ_j r_j/(ω − p_j).

Take an occupied level with round parameters, in hartree and hartree²:

e₀ = −0.576, start ω₀ = ε_KS = −0.300
p₁ = −0.75, r₁ = 0.025
p₂ = −0.50, r₂ = 0.000125
p₃ = 0.60, r₃ = 0.010

The pole at −0.50 is weak, and the one at −0.75 is strong. Newton's method replaces f by its tangent and moves to the zero of that tangent,

ω_new = ω − f(ω)/f′(ω), f′(ω) = 1 + Σ_j r_j/(ω − p_j)².

The plus sign in f′ arises because the derivative of −r/(ω − p) is +r/(ω − p)². At the start, the distances to the poles are 0.45, 0.20 and −0.90, so

f = −0.300 + 0.576 − 0.025/0.45 − 0.000125/0.20 + 0.010/0.90
  = 0.2760 − 0.0556 − 0.0006 + 0.0111 = 0.2309,

f′ = 1 + 0.025/0.2025 + 0.000125/0.0400 + 0.010/0.8100
  = 1 + 0.1235 + 0.0031 + 0.0123 = 1.1389.

The first iterate is

ω₁ = −0.3000 − 0.2309/1.1389 = −0.5028.

It lies below the pole at −0.50, although the start lay above it. The next iterates are −0.5042, −0.5053 and −0.5055, and the iteration converges to −0.505504 hartree. To judge this answer we need all the roots and their weights.

**One root per interval**

Every term of f′ after the 1 is positive, so f′ ≥ 1 and f rises throughout each interval between poles. Just above a pole, ω − p_j is small and positive, so −r_j/(ω − p_j) tends to −∞. Just below a pole it tends to +∞. Between neighbouring poles f thus climbs from −∞ to +∞ and crosses zero once. Below the lowest pole it climbs from −∞, because of the term ω, to +∞; above the highest pole it does the same. With N poles there are N + 1 roots.

The outer intervals need finite ends. Let g = √(Σ_j r_j) and let M be the largest of e₀ and the poles. At ω = M + g, each distance ω − p_j is at least g, so the pole sum is at most g²/g = g. Since ω − e₀ is also at least g, f ≥ 0 there. The same argument with signs reversed gives f ≤ 0 at a distance g below the smallest of e₀ and the poles.

Here the four roots are

ω = −0.845383 hartree, Z = 0.2664
ω = −0.505504 hartree, Z = 0.1801
ω = −0.483689 hartree, Z = 0.5462
ω = 0.608576 hartree, Z = 0.0073

where Z = 1/f′ at the root. Newton has found the second root, at −13.755 eV, with weight 0.18. The main root is the third, at −13.162 eV, with weight 0.55. It lies in the interval from −0.50 to 0.60, where Newton started.

The first Newton iterate from ε_KS is the usual linearized quasiparticle energy. The factor 1/f′ at the start is 0.878, which looks like a healthy weight, but it describes the slope at −0.300 and not the weight of any root.

**Why the weights sum to 1**

Consider the symmetric matrix H with diagonal entries e₀, p₁, …, p_N and with couplings √r_j between the first entry and the others. All remaining entries are zero. For an eigenvector (v₀, v₁, …, v_N) with eigenvalue ω, the rows read

e₀v₀ + Σ_j √r_j v_j = ωv₀,
√r_j v₀ + p_j v_j = ωv_j.

First, v₀ cannot vanish. If it did, the lower rows would give (ω − p_j)v_j = 0, so with distinct poles at most one v_j could be nonzero. The first row would then require √r_j v_j = 0, and the whole vector would vanish. It also follows that ω is not equal to any p_j, since the lower row would then give √r_j v₀ = 0. Hence

v_j = √r_j v₀/(ω − p_j).

Inserting this in the first row and dividing by v₀ gives e₀ + Σ_j r_j/(ω − p_j) = ω, which is f(ω) = 0. Every eigenvalue of H is thus a root. Since ω fixes the eigenvector up to the factor v₀, no eigenvalue is degenerate, so the N + 1 eigenvalues are distinct and make up all N + 1 roots. Normalization gives

1 = v₀² + Σ_j v_j² = v₀²[1 + Σ_j r_j/(ω − p_j)²] = v₀² f′(ω),

so Z = 1/f′ = v₀². The normalized eigenvectors form an orthogonal matrix, whose first row also has unit length. Therefore Σ_k Z_k = 1.

The physical meaning follows from the first diagonal element of (z − H)⁻¹. This element is u₀, where u solves (z − H)u = (1, 0, …, 0). The lower rows give u_j = √r_j u₀/(z − p_j), and the first row then reads f(z)u₀ = 1, so u₀ = 1/f(z). Expanding instead in eigenvectors gives a sum over roots:

1/f(z) = Σ_k Z_k/(z − ω_k).

This is the diagonal Green's function of the orbital, and Z_k is the share of its spectral weight at ω_k.

The weight also measures sensitivity to the static level. Differentiating f(ω_k, e₀) = 0 gives f′ dω_k − de₀ = 0, hence

dω_k/de₀ = Z_k.

For the main root a finite difference gives 0.5462, equal to its weight at the digits shown. A small error in e₀ is thus passed on to this root at a little over half its size; for larger shifts Z itself changes.

**When one pole is present, Newton keeps to the main side**

To find what causes the jump, keep a single pole p of strength r. Write x = ω − p and d = e₀ − p, so that

f = x − d − r/x, f′ = 1 + r/x².

Multiplying the numerator and denominator of f/f′ by x² gives

x_new = x − x(x² − dx − r)/(x² + r)
     = x[(x² + r) − (x² − dx − r)]/(x² + r)
     = x(2r + dx)/(x² + r).

The denominator is positive. The sign of x changes, and the pole is crossed, exactly when

dx < −2r.

The two roots satisfy x² − dx − r = 0. Their product is −r, so they lie on opposite sides of the pole, and their sum is d, so for d ≠ 0 the one farther from the pole has the sign of d. Their weights are x²/(x² + r), which increase with |x|. The larger weight therefore lies on the side where dx > 0. A start on that side gives an x_new of the same sign, and so do all later steps. With one pole, Newton can cross from the satellite side to the main side but not the other way.

For d = 0 the weights are equal and Newton never crosses.

**Curvature of the background causes the jump**

Now separate the weak pole from everything else:

f(ω) = b(ω) − r₂/(ω − p₂),
b(ω) = ω − e₀ − r₁/(ω − p₁) − r₃/(ω − p₃).

The second derivative of the background is

b″ = −2r₁/(ω − p₁)³ − 2r₃/(ω − p₃)³.

Between −0.50 and −0.30 the first term is negative and the second is positive. The first has its smallest size at −0.30, where it is −0.05/0.45³ ≈ −0.55. The second is largest there, 0.02/0.90³ ≈ 0.03. So b is concave on this range and lies below its tangents. When b is positive at the start, the zero of the tangent lies below the true zero of b.

The numbers show that this difference is decisive. With the weak pole removed, the first Newton iterate from −0.300 is −0.5039, while the true zero of b is −0.4893. The pole at −0.50 lies between them. The tangent drawn at −0.300 thus points to the wrong side of the pole, and the weak pole, which adds only 0.003 to f′ there, hardly affects the step.

A test of this explanation is to make the background straight. Replace b by its tangent at p₂, with slope

A = 1 + 0.025/0.25² + 0.010/1.10² ≈ 1.41

and value

b(p₂) = −0.50 + 0.576 − 0.025/0.25 + 0.010/1.10 ≈ −0.015.

Dividing the new f by A does not change f/f′, so Newton takes the same steps as in a one-pole problem with strength r₂/A and d = −b(p₂)/A > 0. The start has x > 0, so no crossing is possible. The program confirms it: the first iterate is −0.4886 and the end point is −0.4839, both above the pole.

The same straight-line model explains why Newton stays below the pole after the jump. There x < 0, and a return needs dx < −2r₂/A, or

|x| > 2r₂/|b(p₂)| ≈ 0.017.

The first iterate is only 0.0028 below the pole, so it moves towards the satellite.

In a scan of 481 starts from −0.48 to 0.00 hartree, all in the main root's interval, Newton ended on the main root 263 times and on another root 218 times. The failures run from −0.327 to −0.110; at the scan spacing of 0.001 these are 218 starts, so they form one unbroken band of grid points. Starts above the band succeed again up to the end of the scan at 0.00; farther up in the interval, towards the pole at 0.60, other bands of failure appear, the first from about 0.14 to 0.25. The return condition accounts for the edge at −0.110. At the start −0.110, f = 0.4407 and f′ = 1.0817, so the first iterate is −0.5174, which is 0.017 below the pole, the estimated return distance. At the start 0.00, f = 0.5591 and f′ = 1.0727, so the first iterate is −0.5212, which is 0.021 below the pole. There f = −0.0396 and f′ = 1.76, and the next step returns to −0.4987, above the pole. A start nearer the main root is thus not in every case safer than one farther away.

**Speed and cost of the three methods**

Close to a root ω*, let δ = ω − ω* and C = f″(ω*)/(2f′(ω*)), with C ≠ 0. To second order,

f = f′(ω*)(δ + Cδ²), f′(ω) = f′(ω*)(1 + 2Cδ).

Newton's new error is therefore

δ_new = δ − (δ + Cδ²)/(1 + 2Cδ) = Cδ²/(1 + 2Cδ) ≈ Cδ².

The convergence is quadratic.

The secant method replaces f′ by the slope S of the chord through the last two points, with errors δ and δ_old:

S = f′(ω*)[1 + C(δ + δ_old)].

Its new error is

δ_new = δ − (δ + Cδ²)/[1 + C(δ + δ_old)] ≈ Cδδ_old.

With L = −ln|Cδ| this becomes L_new = L + L_old. If L grows by a factor q per step, then q² = q + 1, and the growing solution is q = (1 + √5)/2 ≈ 1.618. High-precision iterations gave orders 2.000 and 1.618.

Bisection evaluates f at the midpoint of an interval known to contain the root. If f > 0 the root lies below, otherwise at or above. The width is halved at each evaluation whatever the shape of f. The poles themselves serve as end points and are never evaluated, since the signs of f beside them are known.

From a start at −0.47, close to the main root, Newton needed 5 steps, with one f and one f′ each. The secant method, with second point −0.48, needed 6 steps, or 7 values of f. Both reached the main root, with a step tolerance of 10⁻¹² hartree. Bisection of the whole interval, of width 1.10, took 44 evaluations to reach a width below 10⁻¹³ hartree.

From −0.300, with second point −0.310, the secant iterates were −0.5023, −0.5416, −0.5155, −0.4985 and −0.5225, and so on. After 17 steps and 4 pole crossings they reached the main root. This success owes nothing to a safeguard. In the scan of 481 starts, the secant method reached the main root 399 times and another root 82 times.

**Newton inside a bracket**

The speed of Newton and the safety of bisection can be combined. Keep the bracket (low, high), starting from the poles around the chosen interval. At each point, use the sign of f to move one end to that point. Accept the Newton step if it stays strictly inside the bracket; otherwise go to the midpoint.

In the example, f(−0.300) > 0, so the bracket becomes (−0.50, −0.30). Newton proposes −0.5028, which is outside. The midpoint −0.40 is used instead. No further midpoint is needed, and the main root is reached after 8 evaluations of f and f′ in total.

The bracket prevents escape but does not by itself exclude slow progress inside it. For a firm guarantee, also take a midpoint whenever the bracket has failed to halve within a fixed number of steps. The program works without this addition and would report an error if 300 steps did not suffice; that did not happen in its 200 random six-pole models.

**Choosing the largest weight**

A bracket secures a root, but the starting interval need not contain the main one. Suppose some roots have been found, with largest weight Z_best. The missing weight is

R = 1 − Σ_found Z_k.

All unseen weights are positive and sum to R, so none can exceed R. If Z_best ≥ R, no unseen root has a larger weight, and the search may stop. If Z_best > 1/2, then R < 1/2 and the condition holds at once.

From the guess −0.30, the first root found has Z = 0.5462, and R = 0.4538. One root suffices. From the guess −0.60, the first interval gives Z = 0.1801 and R = 0.8199, so the search must continue. The next nearest interval lies above −0.50 and gives Z = 0.5462. Now R = 1 − 0.1801 − 0.5462 = 0.2737, and the search stops with the main root.

The general procedure is:

1. Compute e₀, the poles p_j and the strengths r_j. Drop poles with r_j below 10⁻¹⁶ hartree². Sort the rest, merge poles that lie closer together than the bisection width by adding their strengths, and close the outer intervals with the bound g.
2. Order the intervals by their distance from ε_KS, the one containing it first.
3. In the next interval, find the root by bisection or by Newton inside a bracket.
4. Compute Z = 1/f′ at the root, not at the start, and subtract it from R, which begins at 1.
5. If the largest Z found is at least R, return its root. Otherwise go to step 3.

The cut in step 1 matters in practice. Couplings that vanish by symmetry often come out of a calculation as rounding noise, not as exact zeros. If the rest of f has the value b ≠ 0 at a very weak pole of strength r, the root beside that pole lies only about r/|b| away. When this distance is far below the bisection width, 1/f′ is evaluated too far from the pole, and a root of almost no weight can seem to have a large one.

For example, add a pole at −0.40 hartree with r = 10⁻²⁸ hartree² to the model above. From the guess −0.30, bisection to 10⁻¹³ hartree ends beside this pole with an apparent weight of about 0.7, and the rule accepts it. The true weight is below 10⁻²⁶. At the cut, r = 10⁻¹⁶ hartree², a distance x = 10⁻¹³ hartree from the pole gives a false weight of only about x²/r = 10⁻¹⁰, which is harmless. The merging in step 1 has a similar purpose. Degenerate levels give poles that differ only by rounding, and the midpoint of two adjacent floating-point numbers is one of them, so f would be evaluated at a pole. The root lost by merging lies within the gap Δ of a pole of strength r, so its weight is below Δ²/r.

The order in step 2 affects the cost but not the largest weight returned. In the random models, which have 7 roots each, the rule examined 2.71 roots on average and returned the largest weight given by matrix diagonalization.

**When the largest weight is not enough**

The rule always names a root, but that root need not carry most of the spectrum. Lowering e₀ in the example, with all else fixed, gives

e₀ = −0.576: ω = −0.4837, Z = 0.546, next largest 0.266
e₀ = −0.586: ω = −0.4886, Z = 0.428, next largest 0.287
e₀ = −0.596: ω = −0.5113, Z = 0.413, next largest 0.291
e₀ = −0.606: ω = −0.5160, Z = 0.512, next largest 0.301

Between the second and third lines the selected root changes from one side of the pole at −0.50 to the other. Each root moves continuously, but the selection jumps. With a straight background, the two roots beside the pole have equal weights when b(p₂) = 0. Then Ax = r₂/x, so they lie at x = ±√(r₂/A), separated by

2√(r₂/A) ≈ 0.019 hartree, about 0.5 eV.

Each then has weight 1/(A + r₂/x²) = 1/(2A) ≈ 0.36. This is an estimate, since the real background is curved. The two together then carry only about 0.71 of the weight, and the root near −0.85 carries about 0.28 of it. In such a case no single energy represents the orbital, and all roots of comparable weight should be reported with their weights.

The rule also depends on the pole form. With a finite broadening η, the real part of each pole term becomes

r_j(ω − p_j)/[(ω − p_j)² + η²].

At its centre this contributes −r_j/η² to the slope of f. The divergence is replaced by a steep continuous descent, which can cross zero. For η = 0.001 hartree the example has 4 roots with positive slope and 3 extra ones with negative slope, one descent for each pole. The extra roots would have negative 1/f′ and must be rejected. When the poles and strengths are known, it is simpler to search at η = 0 and add the broadening afterwards, when plotting the spectrum.

If Σ_c is known only as values on a grid or through a fitted continuation, the poles are not available as safe end points, and positive weights with unit sum are not assured. The stopping rule then loses its proof. The numerical check accompanying this text covers the pole form, for which the proof holds.

Computed values

```
Static level e0 = -0.576 hartree; start = -0.300 hartree
Pole -0.75 hartree, strength 0.025000 hartree^2
Pole -0.50 hartree, strength 0.000125 hartree^2
Pole 0.60 hartree, strength 0.010000 hartree^2
Root 1: -0.845383 hartree = -23.004 eV, weight 0.2664
Root 2: -0.505504 hartree = -13.755 eV, weight 0.1801
Root 3: -0.483689 hartree = -13.162 eV, weight 0.5462
Root 4: 0.608576 hartree = 16.560 eV, weight 0.0073
Sum of weights: 1.00000000
At the start: f = 0.230931 hartree, f' = 1.138927, 1/f' = 0.8780
Newton iterate 0: -0.300000 hartree
Newton iterate 1: -0.502761 hartree
Newton iterate 2: -0.504247 hartree
Newton iterate 3: -0.505266 hartree
Newton iterate 4: -0.505496 hartree
Newton iterate 5: -0.505504 hartree
Newton: 7 steps, ends on root 2
No weak pole: first iterate -0.503870, true zero -0.489289 hartree
Linear background: first iterate -0.488551, end -0.483900 hartree
Secant iterates 2 to 6 (hartree): -0.50226, -0.54156, -0.51545, -0.49854, -0.52251
Secant: converged True, 17 steps, 4 pole crossings, last in interval 3
Bisection: 44 evaluations, root -0.483689 hartree
Safeguarded Newton: 8 evaluations of f and f', 1 midpoints, root -0.483689 hartree
Start -0.47 hartree: Newton 5 steps, secant 6 steps, both on root 3
Measured order: Newton 2.000, secant 1.618
Newton, 481 starts from -0.48 to 0.00 hartree: main 263, other 218, none 0
Secant, 481 starts from -0.48 to 0.00 hartree: main 399, other 82, none 0
Newton starts ending on another root: lowest -0.327, highest -0.110 hartree
Rule from -0.30 hartree: root -0.483689 hartree, weight 0.5462, searched 1
Rule from -0.60 hartree: root -0.483689 hartree, weight 0.5462, searched 2
Random models: 2.71 of 7 roots searched on average
Finite-difference d(root)/d(e0) of the main root: 0.5462
e0 -0.576: selected -0.483689 hartree, weight 0.5462, next weight 0.2664
e0 -0.586: selected -0.488592 hartree, weight 0.4283, next weight 0.2870
e0 -0.596: selected -0.511311 hartree, weight 0.4125, next weight 0.2913
e0 -0.606: selected -0.515967 hartree, weight 0.5116, next weight 0.3010
Broadening 0.001 hartree: 4 roots with positive slope, 3 with negative
```
